# The Highest Occupied Kohn–Sham Eigenvalue and the Ionization Energy

**Setting.** An $N$-electron system has the Hamiltonian

$$H_N=\sum_{i=1}^{N}\left[-\tfrac12\nabla_i^2+v(\mathbf r_i)\right]+\sum_{i<j}w(\mathbf r_i,\mathbf r_j),\qquad w\ge 0,$$

in Hartree atomic units. The potential $v$ vanishes at infinity, as for an atom or molecule. The ground-state energy is $E_N$, the ground state $\Psi$ is real, and the ionization energy $I=E_{N-1}-E_N$ is positive. The exact Kohn–Sham system has the same density $n$:

$$\left[-\tfrac12\nabla^2+v_s\right]\varphi_i=\varepsilon_i\varphi_i,\qquad n=\sum_i f_i|\varphi_i|^2,\qquad v_s=v+v_{\rm Hxc}.$$

We assume that such a $v_s$ exists and that its orbitals are filled from the bottom. The highest occupied eigenvalue is $\varepsilon_H$. The problem is to relate $\varepsilon_H$ to $I$ in two ways, first from the tail of the density (parts a–d) and then from the energy at fractional electron number (parts e–g). Parts (h) and (i) are worked examples.

## (a) A differential inequality for the density

**Question.** Isolate one electron in $H_N\Psi=E_N\Psi$ and derive an inequality that contains only $\sqrt n$, $v$ and $I$.

**Solution.** Let $\mathbf r$ be the position of electron 1 and let $X$ stand for all coordinates of the others. Write $\langle\cdots\rangle$ for $N$ times the integral over $X$ and the sum over the spin of electron 1, so that $n(\mathbf r)=\langle\Psi^2\rangle$. Split the Hamiltonian as

$$H_N=-\tfrac12\nabla^2+v(\mathbf r)+H_{N-1}(X)+\sum_{j\ge2}w(\mathbf r,\mathbf r_j).$$

Multiplying $H_N\Psi=E_N\Psi$ by $\Psi$ and applying $\langle\cdots\rangle$ gives

$$-\tfrac12\langle\Psi\nabla^2\Psi\rangle+vn+\langle\Psi H_{N-1}\Psi\rangle+\Big\langle\sum_j w\,\Psi^2\Big\rangle=E_Nn .$$

At fixed $\mathbf r$, $\Psi$ is an antisymmetric function of $X$. The variational principle therefore gives $\langle\Psi H_{N-1}\Psi\rangle\ge E_{N-1}n$. The repulsion term is non-negative.

For the kinetic term, differentiate $n$ twice:

$$\nabla n=2\langle\Psi\nabla\Psi\rangle,\qquad \nabla^2n=2\langle|\nabla\Psi|^2\rangle+2\langle\Psi\nabla^2\Psi\rangle .$$

Hence $-\tfrac12\langle\Psi\nabla^2\Psi\rangle=-\tfrac14\nabla^2n+\tfrac12\langle|\nabla\Psi|^2\rangle$. The Cauchy–Schwarz inequality, applied to each component of $\nabla n$, gives $|\nabla n|^2\le4n\langle|\nabla\Psi|^2\rangle$, so

$$-\tfrac12\langle\Psi\nabla^2\Psi\rangle\ \ge\ -\tfrac14\nabla^2n+\frac{|\nabla n|^2}{8n}=-\tfrac12\sqrt n\,\nabla^2\sqrt n .$$

The last equality follows from $\nabla^2\sqrt n=\nabla^2n/(2\sqrt n)-|\nabla n|^2/(4n^{3/2})$. Inserting the three bounds and dividing by $\sqrt n$, where $n>0$, we find

$$\boxed{\left[-\tfrac12\nabla^2+v+I\right]\sqrt n\le0.}$$

## (b) How slowly can the density decay?

**Question.** Let $\kappa=\sqrt{2I}$. Bound $\sqrt n$ from above at large $r$.

**Solution.** Choose any $a$ with $0<a<\kappa$. Since $v\to0$, there is a radius $R$ beyond which $\kappa^2+2v\ge a^2$. Part (a) then gives $\nabla^2\sqrt n\ge a^2\sqrt n$ for $r>R$.

Compare with $g=Ce^{-ar}$, which satisfies

$$\nabla^2g=\left(a^2-\frac{2a}{r}\right)g\le a^2g .$$

Take $C$ so large that $g\ge\sqrt n$ on the sphere $r=R$. The difference $u=\sqrt n-g$ obeys $\nabla^2u\ge a^2u$ outside the sphere, is not positive on it, and tends to zero at infinity. If $u$ were positive somewhere, it would have a positive maximum at some point outside the sphere. There $\nabla^2u\le0$, while $a^2u>0$, which is a contradiction. Hence

$$\sqrt{n(\mathbf r)}\le Ce^{-ar}\quad(r>R)\qquad\text{for every }a<\kappa .$$

## (c) Is this rate attained?

**Question.** Bound the density from below with the amplitude for removing an electron and leaving the ion in its ground state $\Psi_0$. State what has to be assumed.

**Solution.** Define the Dyson amplitude

$$d(\mathbf r\sigma)=\sqrt N\int\Psi_0(X)\,\Psi(\mathbf r\sigma,X)\,dX .$$

Because $\Psi_0$ is normalized, Cauchy–Schwarz gives $\sum_\sigma d^2\le n$. Now multiply $H_N\Psi=E_N\Psi$ by $\sqrt N\,\Psi_0$ and integrate over $X$. Letting $H_{N-1}$ act to the left produces $E_{N-1}d$, so

$$\left[-\tfrac12\nabla^2+v+I+W\right]d=0,\qquad W=\frac{\sqrt N}{d}\int\Psi_0\sum_jw(\mathbf r,\mathbf r_j)\,\Psi\,dX .$$

The tail assumption is that $d$ has one sign beyond some radius and that $W\to0$ there. We take $d>0$.

Choose $b>b'>\kappa$. Far enough out, $\nabla^2d=(\kappa^2+2v+2W)d\le b'^2d$. The function $g=ce^{-br}$ satisfies $\nabla^2g=(b^2-2b/r)g\ge b'^2g$ once $r\ge2b/(b^2-b'^2)$. With $c$ small enough that $g\le d$ on the starting sphere, $u=g-d$ obeys $\nabla^2u\ge b'^2u$. The argument of part (b) then gives $u\le0$, that is, $d\ge ce^{-br}$. Therefore

$$ce^{-br}\le\sqrt n\le Ce^{-ar}\qquad\text{for every }a<\kappa<b .$$

We say that $\sqrt n$ has decay rate $\kappa=\sqrt{2I}$. Powers of $r$ multiplying the exponential do not affect this rate. If $d$ carries an angular factor $Y_{lm}$, the same comparison applies to its radial part. The extra term $l(l+1)/2r^2$ vanishes at infinity, and the lower bound then holds for the density averaged over angles.

The assumption can fail. If the spins of the two ground states differ by more than $\tfrac12$, then $d=0$ everywhere, and only the upper bound of part (b) remains.

## (d) The eigenvalue from the tail

**Question.** Find the decay rate of the Kohn–Sham density and deduce $\varepsilon_H$. Take $v_s$ spherical, with $v_s(\infty)=0$ and $\varepsilon_H<0$.

**Solution.** Write an occupied orbital as $\varphi_i=u(r)Y_{lm}/r$. Its radial equation is

$$u''=q\,u,\qquad q=2(v_s-\varepsilon_i)+\frac{l(l+1)}{r^2}\ \to\ \gamma_i^2,\qquad \gamma_i=\sqrt{-2\varepsilon_i}.$$

Far out $q>0$, so $(u^2)''=2u'^2+2qu^2\ge0$ and $u^2$ is convex. A convex, non-negative function that tends to zero and also vanishes at a finite radius must vanish from there on, which would make $u$ zero everywhere. So $u$ has one sign in the tail.

For $a<\gamma_i<b$ we have $a^2\le q\le b^2$ far out. The comparisons of parts (b) and (c), now with $g''=a^2g$ or $g''=b^2g$, give $u$ the decay rate $\gamma_i$. In $n=\sum_if_i|\varphi_i|^2$ the slowest term is the one with the smallest $\gamma_i$, which belongs to the highest occupied orbital. Both descriptions concern one density, so $\sqrt{-2\varepsilon_H}=\sqrt{2I}$ and

$$\boxed{\varepsilon_H=-I\qquad\text{when } v_s(\infty)=0.}$$

Without the tail assumption of part (c), the upper bound alone gives $\sqrt{-2\varepsilon_H}\ge\sqrt{2I}$, that is, $\varepsilon_H\le-I$.

Adding a constant to $v_s$ shifts every eigenvalue and leaves the density unchanged. What the tail fixes is thus the difference $v_s(\infty)-\varepsilon_H=I$. In a non-spherical system the HOMO may have a nodal surface reaching to infinity. The rate must then be read off other directions, and the non-zero tail amplitude of the HOMO is a further assumption.

## (e) The energy at fractional electron number

**Question.** Let the mean electron number be $N-1+\omega$ with $0<\omega<1$. Find the lowest energy, assuming that $I_M=E_{M-1}-E_M$ does not increase with $M$.

**Solution.** A system that exchanges electrons with a distant reservoir is described by a statistical mixture. With weight $p_M$ on $M$ electrons its energy is at least $\sum_Mp_ME_M$, where $\sum_Mp_M=1$ and $\sum_MMp_M=N-1+\omega$.

Draw the straight line through the two neighbouring integers,

$$\ell(M)=E_{N-1}-I\,(M-N+1),\qquad I=I_N .$$

No $E_M$ lies below it. For $M\ge N$,

$$E_M=E_N-\sum_{k=N+1}^{M}I_k\ \ge\ E_N-(M-N)I=\ell(M),$$

and for $M\le N-1$,

$$E_M=E_{N-1}+\sum_{k=M+1}^{N-1}I_k\ \ge\ E_{N-1}+(N-1-M)I=\ell(M).$$

Since $\ell$ is linear, $\sum_Mp_ME_M\ge\ell(N-1+\omega)$. Equality is reached by mixing only $N-1$ and $N$ electrons:

$$\boxed{E(N-1+\omega)=(1-\omega)E_{N-1}+\omega E_N,\qquad \frac{dE}{d\omega}=-I.}$$

The assumed ordering of the $I_M$ is called convexity. It is a condition here, not something proved for Coulomb systems.

## (f) Janak's theorem

**Question.** Find the derivative of the Kohn–Sham energy with respect to an occupation number, with the orbitals free to relax. Apply it to part (e).

**Solution.** For occupations $f_i$ of spin orbitals the energy is

$$E=\sum_if_i\langle\varphi_i|-\tfrac12\nabla^2|\varphi_i\rangle+\int vn\,d^3r+E_{\rm Hxc}[n],$$

with self-consistent, normalized orbitals. We assume that $E_{\rm Hxc}$ is defined for fractional number and is differentiable there, including variations that change the number. Its derivative $v_{\rm Hxc}=\delta E_{\rm Hxc}/\delta n$ then contains no free constant.

Changing $f_i$ changes the density by

$$\frac{\partial n}{\partial f_i}=|\varphi_i|^2+\sum_jf_j\frac{\partial|\varphi_j|^2}{\partial f_i}.$$

Let $h_s=-\tfrac12\nabla^2+v+v_{\rm Hxc}$. Collecting the explicit change and the relaxation of the orbitals,

$$\frac{\partial E}{\partial f_i}=\langle\varphi_i|h_s|\varphi_i\rangle+\sum_jf_j\left[\Big\langle\frac{\partial\varphi_j}{\partial f_i}\Big|h_s\Big|\varphi_j\Big\rangle+\text{c.c.}\right].$$

Since $h_s\varphi_j=\varepsilon_j\varphi_j$, the sum equals $\sum_jf_j\varepsilon_j\,\partial\langle\varphi_j|\varphi_j\rangle/\partial f_i$. This is zero because the norms stay equal to one. Hence

$$\boxed{\frac{\partial E}{\partial f_i}=\varepsilon_i .}$$

The proof does not use the exactness of $E_{\rm Hxc}$, so it also covers approximate differentiable functionals of the density.

With the exact functional, the self-consistent energy is the one found in part (e). If the orbitals are filled from the bottom at every $\omega$ and one spin orbital holds the fraction, only the highest occupation changes between $N-1$ and $N$ electrons, with $f_H=\omega$. Therefore $dE/d\omega=\varepsilon_H$, and

$$\varepsilon_H=-I\qquad\text{for all }0<\omega<1 .$$

If two spin orbitals share one spatial orbital, the same result holds for the derivative with respect to their total occupation, because both have the same eigenvalue.

## (g) Do the two arguments use the same constant?

**Question.** Part (d) set $v_s(\infty)=0$ by convention. In part (f) the constant came from the functional derivative. Compare them, and discuss integer $N$.

**Solution.** The density at fractional number is $n_\omega=(1-\omega)n_{N-1}+\omega n_N$. If $I_{N-1}>I_N$, the density $n_{N-1}$ decays faster than $n_N$, so, with the tail assumption of part (c) for $n_N$, $\sqrt{n_\omega}$ has the decay rate $\sqrt{2I}$ for every $\omega>0$. Part (d) then gives $v_s(\infty)-\varepsilon_H=I$. With $\varepsilon_H=-I$ from part (f), it follows that $v_s(\infty)=0$. The functional derivative selects the constant that part (d) chose by convention.

At integer $N$, variations that conserve the number leave the constant open. Approaching $N$ from below, $\varepsilon_H$ stays at $-I$, which agrees with $v_s(\infty)=0$. Just above $N$, the next spin orbital is being filled; for odd $N$ its spatial part can be that of the highest orbital already occupied at $N$. Parts (e) and (f), applied between $N$ and $N+1$, give it the eigenvalue $E_{N+1}-E_N=-A$, where $A$ is the electron affinity.

## (h) A two-electron atom in one dimension

**Question.** Two electrons move in $v(x)=-3/\cosh^2x$ and repel each other with $w(u)=2e^{-u^2}$, where $u$ is their separation. Diagonalization on a grid gives $E_1=-2.000000$ and $E_2=-2.808712$ hartree. Predict the tail of the density and compare it with the computed one.

**Solution.** The ionization energy is

$$I=-2.000000+2.808712=0.808712\ \text{hartree}=22.006\ \text{eV},$$

so the predicted rate is $\kappa=\sqrt{2\times0.808712}=1.27178\ \text{bohr}^{-1}$. The two-electron wavefunction gives:

| $x$ (bohr) | $-(\ln\sqrt n)'$ (bohr$^{-1}$) | $d^2/n$ |
|---|---|---|
| 1.5 | 1.17176 | 0.9543 |
| 3.0 | 1.26621 | 0.9933 |
| 6.0 | 1.27178 | 1.0000 |

The one-electron ion has two degenerate ground states, spin up and spin down. Here $d^2$ is summed over $\sigma$ and over both of these states. For the two-electron singlet each state alone, which is the $d$ of part (c), supplies half of the tabulated value. The tail reaches the predicted rate. The ratio $d^2/n$ does not exceed one. Because the two ion states are orthonormal, Bessel's inequality extends the bound of part (c) to their sum. The computed approach to one shows that the ion's ground level accounts for nearly all of the density far out; part (c) fixes only the decay rate, not this limit. The slope at 9 bohr gives $\varepsilon_H=-\tfrac12(1.27178)^2=-0.80871$ hartree, which is $-I$.

Both electrons occupy one spatial orbital $\sqrt{n/2}$, so the Kohn–Sham equation can be solved for its potential:

$$v_s=\varepsilon_H+\frac{(\sqrt n)''}{2\sqrt n}.$$

Part (a) bounds the last term from below by $v+I$. With $\varepsilon_H=-I$ this means $v_s\ge v$. At the centre the values are $v_s(0)=-1.4876$ and $v(0)=-3.0000$ hartree. Diagonalizing the Hamiltonian with this $v_s$ returns $-0.80871$ hartree. That step checks the inversion; the independent comparison is between the tail and the total energies.

For mixtures of the one- and two-electron densities, the slope at 9 bohr gives $\varepsilon_H=-0.80872$, $-0.80872$ and $-0.80871$ hartree at $1.25$, $1.50$ and $1.75$ electrons. At these three fillings the eigenvalue does not follow the occupation. As $\omega\to0$ the slope has to be read farther out, because $n_1$ dominates the mixture until the more slowly decaying $\omega n_2$ overtakes it.

The constant of part (g) can be displayed in this model too. Along the mixture,

$$\frac{dE_{\rm Hxc}}{d\omega}=\int v_{\rm Hxc}\,(n_2-n_1)\,dx .$$

Because $n_2-n_1$ integrates to one, a constant added to $v_{\rm Hxc}$ would appear in full on the right. At $1.5$ electrons the left side, from the total energies less the external-potential and Kohn–Sham kinetic energies, is $1.0500$ hartree. The right side, with $v_{\rm Hxc}=v_s-v$ and $v_s(\infty)=0$, is also $1.0500$ hartree. This agreement is not independent of the tail comparison. For one spatial orbital the kinetic energy changes at the rate $\int(\varepsilon_H-v_s)(n_2-n_1)\,dx$, so the left side minus the right side equals $-I-\varepsilon_H$ identically, with $\varepsilon_H$ read from the tail. The comparison also takes the mixture of one and two electrons to be the lowest one. The three-electron energy of this atom, which convexity also involves, was not computed.

## (i) A model with a computable exact functional

**Question.** A Hubbard dimer has site energies $-6$ and $-4$ and on-site repulsion $U=4$, in units of the hopping. Its energies are $E_1=-6.4142$, $E_2=-10.9624$ and $E_3=-12.4142$. What should $\varepsilon_H$ be between one and two electrons, and between two and three? What changes if $E_{\rm Hxc}$ is replaced by the mean-field form $\tfrac U4\sum_in_i^2$?

**Solution.** Parts (e) and (f) predict

$$1<N<2:\quad\varepsilon_H=E_2-E_1=-4.5482,\qquad\qquad 2<N<3:\quad\varepsilon_H=E_3-E_2=-1.4518 .$$

A dimer has no region at infinity, so this case tests the second argument by itself. A numerical Legendre transform of the energy with respect to the site energies gives the exact ensemble functional $F_U$ of the site densities. The same transform without repulsion gives the non-interacting hopping energy $F_0$, so $E_{\rm Hxc}=F_U-F_0$. Differentiating this difference with respect to the two site densities gives $v_{\rm Hxc}$, constant included. The resulting eigenvalue is $-4.5482$ at both $1.25$ and $1.75$ electrons and $-1.4518$ at $2.5$ electrons. It jumps when the number passes through two. Above two electrons it belongs to the second orbital, so the jump is the Kohn–Sham gap plus the jump of $v_{\rm Hxc}$.

In the mean-field case $v_{{\rm Hxc},i}=\tfrac U2n_i$. At $1.5$ electrons the numerical slope $dE/dN$ and the eigenvalue are both $-4.5845$, so Janak's theorem holds. The energy is now curved, however, and the eigenvalue rises to $-4.0582$ at two electrons. The mean-field energy difference is $E_2-E_1=-4.5880$, so $\varepsilon_H$ misses it by

$$-4.0582-(-4.5880)=0.5298 .$$

Integrating Janak's theorem from one to two electrons shows that the average of $\varepsilon_H$ over this interval must equal the energy difference. The computed average is $-4.5880$. Janak's theorem thus identifies the eigenvalue with the local slope of $E(N)$, and the straightness of $E(N)$ is what turns that slope into $-I$.

The numerical check covers the inequality of part (a) for the one-dimensional atom, the tails of its two-electron density and of the mixtures, and the dimer eigenvalues. The comparison for the constant in $v_{\rm Hxc}$ restates the tail result for the mixture.

## Computed values

```
ONE-DIMENSIONAL ATOM
well depth 3.0 hartree, repulsion 2.0 hartree
grid spacing 0.15 bohr, half-length 15.0 bohr
E(1) = -2.000000 hartree
E(2) = -2.808712 hartree
I = E(1)-E(2) = 0.808712 hartree = 22.0062 eV
sqrt(2I) = 1.271780 1/bohr
x = 1.5 bohr: -(ln sqrt n)' = 1.171760 1/bohr, d0^2/n = 0.954341
x = 3.0 bohr: -(ln sqrt n)' = 1.266206 1/bohr, d0^2/n = 0.993285
x = 6.0 bohr: -(ln sqrt n)' = 1.271780 1/bohr, d0^2/n = 0.999963
x = 9.0 bohr: -(ln sqrt n)' = 1.271780 1/bohr, d0^2/n = 1.000000
eps_H from tail at 9 bohr = -0.808713 hartree
eps_H from diagonalizing v_s = -0.808713 hartree
largest density error of that orbital = 6.2e-08 1/bohr
v(0) = -3.0000 hartree, v_s(0) = -1.4876 hartree
v_s(9 bohr) = -2.3e-08 hartree
smallest margin of the inequality = 1.2e-07 hartree
largest margin of the inequality = 1.5124 hartree
N = 1.25: eps_H from tail = -0.808724 hartree
N = 1.50: eps_H from tail = -0.808716 hartree
N = 1.75: eps_H from tail = -0.808714 hartree
dE_Hxc/d omega at N = 1.5: 1.04998 hartree
integral of (v_s-v)(n2-n1): 1.04997 hartree
HUBBARD DIMER (energies in units of the hopping)
U = 4.0, site energies -6.0 and -4.0
E(0) = 0.000000 hopping
E(1) = -6.414214 hopping
E(2) = -10.962389 hopping
E(3) = -12.414214 hopping
E(4) = -12.000000 hopping
-I = E(2)-E(1) = -4.548175 hopping
-A = E(3)-E(2) = -1.451825 hopping
N = 1.25: exact-functional eps_H = -4.548173 hopping
N = 1.75: exact-functional eps_H = -4.548176 hopping
N = 2.50: exact-functional eps_H = -1.451826 hopping
mean field, N = 1.5: dE/dN = -4.584469 hopping
mean field, N = 1.5: eps_H = -4.584469 hopping
mean field, N = 2: eps_H = -4.058171 hopping
mean field: E(2)-E(1) = -4.587973 hopping
mean field: eps_H averaged over 1<N<2 = -4.587973 hopping
```
